Full update of projected entangled pair states: positivity and gauge fixing

**Two channels and one place**

Suppose a gate on two neighbouring sites has left two channels on the bond between them, and the bond has room for one. The state is

|ψ⟩ = t₁|e₁⟩ + t₂|e₂⟩,  ⟨e_k|e_l⟩ = w_k² δ_kl,

where |e_k⟩ is everything the rest of the lattice attaches to channel k. Dropping channel k costs the squared error w_k²|t_k|². A singular value decomposition of the pair alone sees t₁ and t₂ and keeps the larger of them. If one of the two channels is to be kept as it stands, the right choice is the one with the larger w_k|t_k|. This differs from the choice made by the decomposition whenever the stronger channel leads into a sufficiently weak part of the environment.

The naive truncation fails because it measures the error in the wrong metric. The full update supplies the metric of the whole state. Doing so creates three further problems: the minimization is no longer a single decomposition, the metric is known only approximately, and the linear equations may be badly conditioned.

**The error as a quadratic form**

A projected entangled pair state (PEPS) has one tensor per site, with a physical index of dimension d and one bond index of dimension D per neighbour. The amplitude of a spin configuration is the contraction of all bonds. A two-site gate g is a sum of at most d² products of one-site operators, so it can raise the bond dimension from D to d²D. The result must be brought back to D.

Let A and B be the two site tensors. Group the outer bonds of A into a row index and its spin p and shared bond m into a column index. A QR decomposition gives A = X a₀, and the same step on the other side gives B = b₀Y. The gate touches only a₀ and b₀. We keep X and Y fixed and look for new reduced tensors a[r,p,m] and b[m,q,s], where r and s are the legs towards X and Y. Fixing X and Y restricts the search in general, since a better A could leave the range of X; the gain is a smaller problem. Define

θ[r,p,q,s] = Σ_m a[r,p,m] b[m,q,s],

T[r,p,q,s] = Σ_{p'q'm} g[p,q;p',q'] a₀[r,p',m] b₀[m,q',s].

Let E be the linear map from the legs (r,s) to the remaining spins, obtained by contracting every tensor except the reduced pair. The truncated state is Eθ, the gated state is ET, and

f(a,b) = ‖E(θ−T)‖² = (θ−T)†N(θ−T),  N = E†E.

N acts on (r,s), and the sum over the spins p and q is understood. This N is the norm environment. It is positive semidefinite because x†Nx = ‖Ex‖² ≥ 0 for every x.

**When one decomposition is enough**

If N = M_L⊗M_R with positive factors, put K = (M_L^{1/2}⊗M_R^{1/2})T and transform θ into θ' in the same way. Then f = ‖θ'−K‖². Read θ' and K as matrices with rows (r,p) and columns (q,s). The bond dimension restricts θ' to rank at most D, so θ' = θ'P for some projector P of rank D. The parts inside and outside P are orthogonal:

‖K−θ'‖² = ‖K(1−P)‖² + ‖KP−θ'‖² ≥ ‖K‖² − Tr(P K†K).

Let σ_i² be the eigenvalues of K†K in descending order and p_i the diagonal elements of P in its eigenbasis. Then Tr(P K†K) = Σ_i p_iσ_i², with 0 ≤ p_i ≤ 1 and Σ_i p_i = D. The trace is largest when the D largest σ_i² receive full weight. The global minimum is therefore Σ_{i>D}σ_i², reached by truncating the singular value decomposition of K.

Simple update uses this construction with an environment made of bond weights, the singular values kept on each bond. If every site tensor absorbs the square root of the weight on each of its bonds, then M_L = X†Λ_L X, where Λ_L is the product of the weights on the outer bonds of A; M_R is built likewise from Y and the outer bonds of B. On a tree the environment really factorizes, because removing the bond separates the lattice. On a square lattice, paths around the plaquettes connect the two sides, and N is not a product in general. When it is not, no invertible transformation of the separate legs turns f into a plain matrix distance.

**Alternating linear solves**

The function f is not jointly convex. The pairs (a,b) and (−a,−b) give the same θ, while their midpoint gives θ = 0 and f = T†NT. If f(a,b) is smaller than that, convexity is violated. At fixed b, however, θ is linear in a. Write θ = Va, with

V[(r,q,s),(r',m)] = δ_rr' b[m,q,s],

applied separately for each p. With W = N⊗1_q,

f = (Va−T)†W(Va−T) = a†R_b a − a†S_b − S_b†a + T†WT,

R_b = V†WV,  S_b = V†WT.

Let a* solve R_b a* = S_b. Since R_b is Hermitian,

(a−a*)†R_b(a−a*) = a†R_b a − a†S_b − S_b†a + a*†R_b a*.

Subtracting this from f leaves T†WT − a*†R_b a*, which does not depend on a and must equal f at a = a*. Hence

f(a) = f(a*) + (a−a*)†R_b(a−a*).

For positive semidefinite N, R_b is positive semidefinite too, and a* is a global minimum over a at fixed b. A solution exists even if R_b is singular: with F = W^{1/2}V we have R_b = F†F and S_b = F†W^{1/2}T, and F†F has the same range as F†. A pseudoinverse then selects the solution of least norm.

The solve for b is the mirror image. Alternating the two can never raise f, and f is bounded below by zero, so its values converge. A pair that satisfies both linear equations is stationary. It need not be the global minimum, so the starting point can matter; the simple-update result is a natural start, and f cannot end above its value there.

R_b has dimension rank(r)·D, at most dD². A dense solve therefore costs of order d³D⁶ operations. Preparing N is a separate cost: besides its contraction, the clipping described below diagonalizes a matrix of dimension up to d²D², which takes of order d⁶D⁶ operations once per gate.

**What an approximate environment breaks**

On a large lattice E cannot be stored. One instead contracts the double layer of PEPS and conjugate PEPS, row by row, into boundary matrix product states of limited dimension χ. This truncates a sum of operator products, and such a truncation need not respect positivity. With two-dimensional legs and Pauli matrices X̂, Ŷ, Ẑ, take

N = (1⊗1 + X̂⊗X̂ − Ŷ⊗Ŷ + Ẑ⊗Ẑ)/4.

The commuting operators X̂⊗X̂ and Ẑ⊗Ẑ have eigenvalues x, z = ±1, and −Ŷ⊗Ŷ is their product. The eigenvalues of N are (1+x+z+xz)/4 = (1+x)(1+z)/4, that is 1, 0, 0, 0. All four terms have equal weight, so a truncation to three may drop the Ŷ term. What remains has eigenvalues (1+x+z)/4, that is 3/4, 1/4, 1/4, −1/4. One vector now has a negative squared norm.

If this negativity reaches R_b, the solve loses its meaning. Let z be a unit eigenvector of R_b with eigenvalue −ρ < 0. The completed square gives

f(a*+tz) = f(a*) − ρt²,

which is unbounded below; the equation R_b a = S_b then finds no minimum, but a saddle if R_b also has positive eigenvalues. In a synthetic environment built with ρ = 0.5, the cost at the solution was 25.14. At t = 10 it was 25.14 − 0.5·100 = −24.86, and at t = 100 it was −4974.86.

A negative eigenvalue of N does not by itself imply one of R_b. The form z†R_b z sums x_q†Nx_q over the spin q, with x_q[r,s] = Σ_m z[r,m]b[m,q,s]. The available vectors are limited by b, and a positive term can outweigh a negative one.

**The projection**

The remedy is to replace the computed matrix by its Hermitian part H and to set the negative eigenvalues of H to zero. Write H = N₊ − N₋, where both parts are positive semidefinite and N₊N₋ = 0. For any positive semidefinite P, in the Frobenius norm,

‖H−P‖² = ‖(N₊−P) − N₋‖²
= ‖N₊−P‖² + ‖N₋‖² − 2Tr[(N₊−P)N₋]
= ‖N₊−P‖² + ‖N₋‖² + 2Tr(PN₋).

The last trace is nonnegative, because both factors are positive semidefinite. Two conclusions follow. First, ‖H−P‖ ≥ ‖N₋‖ = ‖H−N₊‖, so N₊ is the nearest positive semidefinite matrix to H. Second, taking P to be the true environment shows that clipping never increases the distance to it. Discarding an anti-Hermitian part C is equally safe: H−P is Hermitian, so the real part of Tr[(H−P)C] vanishes and ‖H+C−P‖² = ‖H−P‖² + ‖C‖².

In the Pauli example the eigenvalue errors before clipping are −1/4, 1/4, 1/4, −1/4, a distance of 1/2. Clipping removes the last one and leaves √3/4. The other errors stay: projection ensures that every linear solve has a minimum, though not always a unique one, and it does not recover the discarded term.

**How good must the environment be?**

The solves lower the error measured by the approximate environment Ñ, and the true error may behave differently. Suppose that, as an operator inequality,

(1−η)N ≤ Ñ ≤ (1+η)N,  η < 1.

Let θ* be a reference pair and θ̃ a result that is no worse than θ* when judged by Ñ. Apply the left inequality to θ̃−T, then the premise, then the right inequality to θ*−T:

f_N(θ̃) ≤ f_Ñ(θ̃)/(1−η) ≤ f_Ñ(θ*)/(1−η) ≤ [(1+η)/(1−η)] f_N(θ*).

This is a strict demand, since η measures the relative error in every direction, including those where N is small. If clipping creates a vector x with Ñx = 0 while x†Nx > 0, the left inequality forces η ≥ 1 and the guarantee is lost.

**Why the equations are ill conditioned**

Let the matrix in the linear solve carry a small Hermitian error δR. From (R_b+δR)(a*+δa) = S_b we get, to first order, δa = −R_b⁻¹δR a*. The completed square then gives the excess error

δf = δa†R_bδa = a*†δR R_b⁻¹δR a* ≤ ‖δR‖²‖a*‖²/ρ_min.

Here ‖δR‖ is the largest absolute eigenvalue of δR. Set ‖δR‖ = ερ_max and κ = ρ_max/ρ_min. Because a*†R_b a* ≥ ρ_min‖a*‖², and because f(a*) = T†WT − a*†R_b a* ≥ 0,

δf ≤ ε²κρ_max‖a*‖² ≤ ε²κ²T†WT.

This holds for εκ ≪ 1. The condition number κ depends on the bases chosen for the legs and for the bond, and these can be changed without changing the state.

**Gauge on the environment legs**

Choose invertible Hermitian matrices G_L on r and G_R on s, and set G = G_L⊗G_R. Transform

θ' = Gθ,  T' = GT,  N' = G⁻¹NG⁻¹.

Then (θ'−T')†N'(θ'−T') = (θ−T)†N(θ−T), and the bond dimension is unchanged because G_L acts on a alone and G_R on b alone. If the solves are nonsingular, their solutions are unique and transform into each other. In exact arithmetic the gauge therefore changes neither the sequence of errors nor the number of sweeps. What it changes is the sensitivity to errors made after the transformation, such as rounding in the solve. Errors already present in N are transformed along with it and are not repaired.

A suitable choice is

G_L² = Tr_s N₊,  G_R² = Tr_r N₊,

provided both are positive definite. For N₊ = M_L⊗M_R these are M_L Tr M_R and M_R Tr M_L. Consequently N' = 1/(Tr M_L Tr M_R), a multiple of the identity, and the singular value decomposition of T' solves the problem at once.

Near a product the improvement can be bounded. Let (1−ε)M ≤ N₊ ≤ (1+ε)M with M = M_L⊗M_R, where ε now measures the distance from a product, and let c = Tr M_L Tr M_R. Partial traces preserve operator inequalities, so G_L² lies between (1∓ε)M_L Tr M_R, and similarly for G_R². Tensor products of ordered positive matrices remain ordered, hence

(1−ε)²cM ≤ G² ≤ (1+ε)²cM.

Use the left inequality to bound M from above and the right one to bound it from below:

(1−ε)/[(1+ε)²c] G² ≤ N₊ ≤ (1+ε)/[(1−ε)²c] G².

Multiplying by G⁻¹ on both sides bounds the eigenvalues of N', and their ratio gives

cond N' ≤ [(1+ε)/(1−ε)]³.

For ε = 0.2 the bound is 1.5³ = 3.375. A synthetic environment with this ε had condition number 1.1×10⁶ before the transformation and 1.56 after it. Far from a product this argument promises nothing, and the effect on the condition number has to be measured.

**Gauge on the updated bond**

The bond m has its own freedom: b → Cb and a → aC⁻¹ leave θ unchanged. Before solving for a, use a QR decomposition to make the D rows of b orthonormal. Then

(V†V)[(r,m),(r',m')] = δ_rr' Σ_qs b*[m,q,s]b[m',q,s] = δ_rr'δ_mm',

so V is an isometry. For a unit vector z, z†R_b z is then the expectation value of N'⊗1 in the unit vector Vz, and it lies between the extreme eigenvalues of N'. For positive definite N' it follows that cond R_b ≤ cond N'. The factor removed from b need not be carried into a, because a is about to be replaced. Before b is solved for, a is treated in the same way.

**The resulting procedure**

1. Split off the reduced tensors, form T, and contract the environment.
2. Take the Hermitian part and clip its negative eigenvalues.
3. Transform N₊, T and the starting b with G_L and G_R.
4. Orthonormalize b and solve for a; orthonormalize a and solve for b; repeat until f settles.
5. Undo the leg gauge and reattach X and Y.

**A gate on a 4×4 lattice**

The example is the transverse-field Ising model on an open 4×4 lattice,

H = −J Σ_⟨ij⟩ Ẑ_iẐ_j − 3J Σ_i X̂_i,

with ħ = 1 and D = 2. One hundred simple-update steps of imaginary time 0.05/J, starting from all spins along +x, prepare the state. Within a step the sites are visited row by row, and at each site the gate on its right bond precedes the gate on its lower bond. The figures below depend on this order: applying all horizontal gates before all vertical ones raises both gate errors by about a quarter and changes the gain of the full update from 14.4% to 13.5%. The tested gate is exp(−τh) with τ = 0.1/J on a central horizontal bond. Both of its sites have four neighbours, so each contributes a quarter of its field term: h = −JẐ₁Ẑ₂ − (3J/4)(X̂₁+X̂₂). The initial state is normalized, and the gated state has squared norm 1.3898. This lattice is small enough for N to be computed from the full state.

In the exact environment, starting from the simple-update b, the cost is 4.757×10⁻⁶ after the first solve, 4.411×10⁻⁶ after the first full sweep and 4.410×10⁻⁶ after five sweeps. The squared distance between the complete state vectors gives the same final value. Relative to the squared norm of the gated state, the error is

4.410×10⁻⁶ / 1.3898 = 3.173×10⁻⁶.

Simple update of the same gate, rescaled to its best norm, gives 3.709×10⁻⁶. The better metric thus lowers the squared error by 14%, for this one gate on this state. A nonlinear least-squares search over a and b together, started from the final pair, found no lower cost: the ratio was 1 to eight decimals. This is consistent with a stationary pair, but it does not prove a minimum: the gradient also vanishes at a saddle, and a search started there can stay put. It says nothing about distant minima either.

**Conditioning in the example**

The leg gauge lowers the condition number of N from 1.26×10⁴ to 4.4. With both gauges, that of R_b falls from 700 to 1.44. As a test of sensitivity, random symmetric noise with ε = 10⁻⁸ was added to R_b after any gauge transformation. The mean excess error, relative to the squared norm of the gated state, was 5.4×10⁻¹⁵ without gauge fixing and 4.9×10⁻¹⁷ with it, a factor of about 110. The bound ε²κ² gives 10⁻¹⁶·1.44² = 2.1×10⁻¹⁶ for the gauged case, consistent with the measured mean.

Both excesses are negligible beside a gate error of 3×10⁻⁶, so in double precision this small example would survive without gauge fixing. The gain becomes relevant for larger noise or worse conditioning.

**Approximate environments in the example**

The next figures compare boundary dimensions at fixed state, gate and starting pair. The upper boundary is the top row and the lower boundary is the two bottom rows contracted exactly; each is truncated once to dimension χ. Distances are relative to the Frobenius norm of N.

χ = 1: distance 9.5×10⁻², η = 1.11, gate error 3.704×10⁻⁶
χ = 2: distance 1.1×10⁻², η = 0.107, gate error 3.181×10⁻⁶
χ = 3: distance 7.3×10⁻⁴, η = 0.103, gate error 3.173×10⁻⁶
χ = 4: distance 8.4×10⁻⁶, η = 1.3×10⁻⁴, gate error 3.173×10⁻⁶

At χ = 1 the boundaries carry no correlation across the cut between the two sites, and within their own row the sites are joined only by the bond being updated. This environment is a product, and its error is close to that of simple update, whose product metric is likewise adapted to the state. The product form alone does not fix the error: the identity is a product too, and truncating with it gives an error about nine times larger. With χ = 2 most of the benefit of the full update is already present.

From χ = 2 to χ = 3 the distance falls fifteenfold while η hardly moves. The distance adds up absolute errors, whereas η compares the error in each direction with the size of N there. A small absolute error in a weak direction can therefore keep η large. For η = 0.107 the guarantee is a factor 1.107/0.893 = 1.24. The run at χ = 2 ended 0.3% above the exact-environment result, although its start from the simple-update pair does not by itself establish the premise of that guarantee.

The case χ = 1 also shows why the reported cost is not the true one. The approximate cost settled at 4.06×10⁻⁶. The true cost was at least 3.704×10⁻⁶·1.3898 = 5.15×10⁻⁶, since 3.704×10⁻⁶ is the relative error after the best rescaling.

None of the boundary dimensions tried, from 1 to 16, produced a negative eigenvalue. The smallest ratio of lowest to highest eigenvalue was 6.8×10⁻⁵, at χ = 1, and there the runs with and without projection gave the same gate error. The output labels this case "strongest violation", but it is only the smallest ratio: no eigenvalue is negative and positivity is not violated. The projection was idle in this example. Its need rests on the Pauli construction and the synthetic saddle, which show that truncation can break positivity and what follows when the solve feels it. The full set of values is in the numerical output below.

Table of computed values

```
lattice 4 x 4 sites, bond dimension D = 2
transverse field = 3.0 J
preparation: 100 steps of 0.05 /J
tested gate: imaginary time 0.1 /J
bond weights before gate = [0.99363 0.11267]
squared norm of gated state = 1.389815
Relative squared gate errors (dimensionless)
simple update = 3.7090e-06
full update, exact environment = 3.1732e-06
ratio simple/full = 1.1688
sweeps used = 5
cost after first solve = 4.756895e-06
cost after first sweep = 4.411253e-06
cost at the end = 4.410216e-06
same cost from state vector = 4.410216e-06
least-squares search: cost ratio = 1.00000000
Condition numbers, exact environment
N: raw 1.264e+04, gauged 4.382e+00
R_b: raw 7.005e+02, gauged 1.440e+00
relative matrix noise = 1e-08; mean excess error:
raw 5.353e-15, gauged 4.913e-17
Boundary environments; distances relative to norm of N
chi | min/max eig | negatives | before | after | eta | error
 1 | 6.77e-05 | 0 | 9.498e-02 | 9.498e-02 | 1.11e+00 | 3.7043e-06
 2 | 7.65e-05 | 0 | 1.100e-02 | 1.100e-02 | 1.07e-01 | 3.1813e-06
 3 | 7.14e-05 | 0 | 7.272e-04 | 7.272e-04 | 1.03e-01 | 3.1734e-06
 4 | 7.91e-05 | 0 | 8.427e-06 | 8.427e-06 | 1.28e-04 | 3.1732e-06
 6 | 7.91e-05 | 0 | 1.534e-07 | 1.534e-07 | 9.86e-06 | 3.1732e-06
 8 | 7.91e-05 | 0 | 1.411e-09 | 1.411e-09 | 1.56e-08 | 3.1732e-06
16 | 7.91e-05 | 0 | 8.006e-16 | 1.443e-15 | 1.62e-13 | 3.1732e-06
strongest violation at chi = 1
its relative asymmetry = 1.0e-16
min/max eig of R_b, unprojected = 1.266e-03
min/max eig of R_b, projected = 1.266e-03
gate error without projection = 3.7043e-06
gate error with projection = 3.7043e-06
unprojected run: cost rises in 0 of 5 steps
unprojected run: lowest cost = 4.063e-06
Synthetic saddle: cost at shifts 0, 10, 100 = 25.14 -24.86 -4974.86
Near-product environment, epsilon = 0.2
condition raw 1.109e+06, gauged 1.562
bound on gauged condition = 3.375
```
